**Uncertainty of curvature from a quadratic fit to a height scan**

For $N$ evenly spaced heights with independent noise $\sigma$ over scan length $L$, the fitted curvature $\kappa=h''$ has standard uncertainty $12\sqrt5\,\sigma/(L^2\sqrt N)$ times a factor that tends to one for large $N$. The program asserts the underlying power sum symbolically and compares the full formula with the inverse normal matrix. It then asserts that the scatter of 20 000 random fits agrees with the formula, within 4.5 sampling standard errors, for seven values of $N$ from 3 to 1600. The printed ratio of scatter to limit rises from 0.630 at $N=3$ to 1.005 at $N=1600$, with a sampling error of 0.5%. For a simulated nitride film on a germanium wafer, the difference of two 401-point scans gives a stress of 299.4 MPa with an estimated random uncertainty of 0.9 MPa; the assumed stress is 300 MPa. The program also sizes effects outside the noise model, and a 5 µm error in wafer thickness alone shifts the stress by 6.0 MPa.

## Numerical check

```python
"""
Result under test: a quadratic fitted to N evenly spaced heights with independent
noise sigma over scan length L (end points included) gives the curvature
kappa = h'' with standard uncertainty
    u = 12 sqrt(5) sigma / (L^2 sqrt(N)) * sqrt((N-1)^3 / ((N+1)(N^2-4))),
whose last factor tends to 1 for large N.
Symbols: x position, h height, kappa curvature, M biaxial modulus,
h_s substrate thickness, h_f film thickness. SI units inside the program.
Example: nitride film on a (001) germanium wafer, rough typical material values.
"""
import numpy as np
import sympy as sp
from scipy.constants import g as gravity
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(20241)


def scan_positions(n_points, length):
    return np.linspace(-length / 2, length / 2, n_points)


def design(x):
    half = (x[-1] - x[0]) / 2
    u = (x - x.mean()) / half
    return np.vander(u, 3, increasing=True), half


def fit_curvature(x, heights):
    """Least-squares curvature and residuals; columns of heights are scans."""
    matrix, half = design(x)
    coef = np.linalg.lstsq(matrix, heights, rcond=None)[0]
    return 2 * coef[2] / half**2, heights - matrix @ coef


def matrix_uncertainty(x, noise):
    """Uncertainty from the inverse normal matrix."""
    matrix, half = design(x)
    return 2 * noise * np.sqrt(np.linalg.inv(matrix.T @ matrix)[2, 2]) / half**2


def limit_uncertainty(n_points, length, noise):
    return 12 * np.sqrt(5) * noise / (length**2 * np.sqrt(n_points))


def finite_factor(n):
    return np.sqrt((n - 1)**3 / ((n + 1) * (n**2 - 4)))


def random_trials(n_points, length, noise, kappa, trials, kind="normal"):
    x = scan_positions(n_points, length)
    shape = 3e-6 + 2e-5 * x + kappa * x**2 / 2
    curvatures, variances = [], []
    for _ in range(trials // 2000):
        size = (n_points, 2000)
        if kind == "normal":
            error = noise * rng.standard_normal(size)
        else:
            error = noise * np.sqrt(3) * rng.uniform(-1, 1, size)
        k, residual = fit_curvature(x, shape[:, None] + error)
        curvatures.append(k)
        if n_points > 3:
            variances.append((residual**2).sum(axis=0) / (n_points - 3))
    s2 = np.concatenate(variances) if variances else None
    return np.concatenate(curvatures), s2


# Inputs of the example
L, N, sigma = 80e-3, 401, 100e-9
h_s, h_f, wafer_radius = 500e-6, 200e-9, 50e-3
C11, C12, poisson = 130e9, 50e9, 0.25
M_film, film_stress = 300e9, 300e6
rho_s, rho_f, expansion_difference = 5300.0, 3000.0, 3e-6
TRIALS = 20000

# Exact power sum, symbolically
i, n = sp.symbols("i n", integer=True, positive=True)
summand = sp.expand(((i - (n - 1) / 2)**2 - (n**2 - 1) / 12)**2)
power_sum = sp.summation(summand, (i, 0, n - 1))
assert sp.simplify(power_sum - n * (n**2 - 1) * (n**2 - 4) / 180) == 0
v = sp.symbols("v")
half_unit = sp.Rational(1, 2)
mean_square = sp.integrate((v**2 - sp.Rational(1, 12))**2,
                           (v, -half_unit, half_unit))
assert mean_square == sp.Rational(1, 180)

# Exact formula against the inverse normal matrix, and approach to the limit
for count in (3, 4, 7, 50, 401):
    exact = limit_uncertainty(count, L, sigma) * finite_factor(count)
    assert abs(matrix_uncertainty(scan_positions(count, L), sigma) / exact - 1) < 1e-9
big = 10000
big_ratio = (matrix_uncertainty(scan_positions(big, L), sigma)
             / limit_uncertainty(big, L, sigma))
first_order = big * (1 - big_ratio)
assert abs(first_order - 2) < 1e-3
cell_x = (np.arange(10) + 0.5) * L / 10 - L / 2
cell_ratio = matrix_uncertainty(cell_x, sigma) / limit_uncertainty(10, L, sigma)
assert abs(cell_ratio - 100 / np.sqrt(99 * 96)) < 1e-9 and cell_ratio > 1

# Biaxial modulus: solve for the normal strain that removes normal stress
stiffness = np.full((3, 3), C12) + (C11 - C12) * np.eye(3)
normal_strain = -(stiffness[2, 0] + stiffness[2, 1]) / stiffness[2, 2]
M = (stiffness @ np.array([1, 1, normal_strain]))[0]
assert abs(M / (C11 + C12 - 2 * C12**2 / C11) - 1) < 1e-12
stress_per_curvature = M * h_s**2 / (6 * h_f)
kappa_film = film_stress / stress_per_curvature

# Random trials: scatter, mean and residual variance
table = []
sd_tolerance = 4.5 / np.sqrt(2 * TRIALS)  # 4.5 sampling standard errors
for count in (3, 5, 10, 30, 100, N, 1600):
    k, s2 = random_trials(count, L, sigma, kappa_film, TRIALS)
    limit = limit_uncertainty(count, L, sigma)
    spread = k.std(ddof=1)
    assert abs(spread / (limit * finite_factor(count)) - 1) < sd_tolerance
    assert abs(k.mean() - kappa_film) < 4.5 * spread / np.sqrt(TRIALS)
    if s2 is not None:
        s2_error = np.sqrt(2 / ((count - 3) * TRIALS))
        assert abs(s2.mean() / sigma**2 - 1) < 4.5 * s2_error
    table.append((count, spread, spread / limit, finite_factor(count)))
assert abs(table[-1][2] - 1) < sd_tolerance
assert table[2][2] < 1 - 2 * sd_tolerance  # N = 10 is clearly below the limit
k_uniform, _ = random_trials(30, L, sigma, kappa_film, TRIALS, "uniform")
uniform_ratio = k_uniform.std(ddof=1) / limit_uncertainty(30, L, sigma)
assert abs(uniform_ratio / finite_factor(30) - 1) < sd_tolerance

# Weights, cubic and quartic terms, conditioning
x = scan_positions(N, L)
p = x**2 - np.mean(x**2)
weights = 2 * p / np.sum(p**2)
probe = rng.standard_normal(N)
assert np.isclose(weights @ probe, fit_curvature(x, probe)[0], rtol=1e-8)
cubic_bias = fit_curvature(x, (x / L)**3)[0] * L**2
assert abs(cubic_bias) < 1e-9
fine_x = scan_positions(20001, 1.0)
quartic_bias = fit_curvature(fine_x, fine_x**4)[0]
assert abs(quartic_bias - 3 / 7) < 1e-3
cond_scaled = np.linalg.cond(design(x)[0])
cond_raw = np.linalg.cond(np.vander((x + L / 2) * 1e3, 3))
assert cond_scaled < 10 < cond_raw

# Bilayer force and moment balance for a film of finite thickness
top = h_s / 2 + h_f
A = M * h_s + M_film * h_f
B = M_film * (top**2 - (h_s / 2)**2) / 2
D = M * h_s**3 / 12 + M_film * (top**3 - (h_s / 2)**3) / 3
load = film_stress * h_f * np.array([1, (h_s + h_f) / 2])
kappa_bilayer = -np.linalg.solve(np.array([[A, B], [B, D]]), -load)[1]
kappa_bilayer = abs(kappa_bilayer)
thick_shift = kappa_bilayer / kappa_film - 1
ratio_h, ratio_m = h_f / h_s, M_film / M
assert abs(thick_shift / (-(4 * ratio_m - 1) * ratio_h) - 1) < 0.02
stiffening = (D - B**2 / A) / (M * h_s**3 / 12) - 1
assert abs(stiffening / (3 * ratio_m * ratio_h) - 1) < 0.01

# Gravity sag of an edge-supported disk: check plate equation and edge moment
r, R, nu, E, K = sp.symbols("r R nu E K", positive=True)


def laplace(f):
    return sp.diff(r * sp.diff(f, r), r) / r


edge_c = (5 + nu) / (1 + nu)
sag_shape = (R**2 - r**2) * (edge_c * R**2 - r**2) / 64
assert sp.simplify(laplace(laplace(sag_shape)) - 1) == 0
edge_moment = sp.diff(sag_shape, r, 2) + nu * sp.diff(sag_shape, r) / r
assert sp.simplify(edge_moment.subs(r, R)) == 0
rigidity = M * h_s**3 / (12 * (1 + poisson))
q4 = rho_s * gravity * h_s / (64 * rigidity)
c_num = (5 + poisson) / (1 + poisson)


def gravity_height(pos):
    return -q4 * (wafer_radius**2 - pos**2) * (c_num * wafer_radius**2 - pos**2)


kappa_gravity, gravity_residual = fit_curvature(x, gravity_height(x))
gravity_formula = q4 * (2 * (c_num + 1) * wafer_radius**2 - 3 * L**2 / 7)
# the sign of the quartic term is opposite to that of the quadratic term
assert abs(kappa_gravity / gravity_formula - 1) < 0.01
center_sag = -gravity_height(0.0)
rms_quartic = np.sqrt(np.mean(gravity_residual**2))
mass_factor = 1 + rho_f * h_f / (rho_s * h_s)
gravity_change = kappa_gravity * (mass_factor / (1 + stiffening) - 1)
shift_change = fit_curvature(x, gravity_height(x + 1e-3))[0] - kappa_gravity

# Large deflection: stretching energy of a shallow spherical disk
airy = E * K * (R**2 * r**2 / 32 - r**4 / 64)
s_r, s_t = sp.diff(airy, r) / r, sp.diff(airy, r, 2)
assert sp.simplify(laplace(laplace(airy)) + E * K) == 0
assert sp.simplify(s_r.subs(r, R)) == 0
density = ((s_r + s_t)**2 - 2 * (1 + nu) * s_r * s_t) / (2 * E)
stretch = sp.integrate(sp.expand(density * 2 * r / R**2), (r, 0, R))
assert sp.simplify(stretch - E * K**2 * R**4 / 384) == 0
cubic = (1 - poisson) * wafer_radius**4 / (16 * h_s**2)
stretch_scale = (12 * (1 - poisson) * kappa_film**2 * wafer_radius**4
                 / (384 * h_s**2))
best = minimize_scalar(lambda y: (y - 1)**2 + stretch_scale * y**4,
                       bounds=(0.9, 1.1), method="bounded",
                       options={"xatol": 1e-11})
# 2 percent covers the next order and the finite precision of the minimum
assert abs((1 - best.x) / (cubic * kappa_film**2) - 1) < 0.02
large_shift = -cubic * ((kappa_gravity + kappa_film)**3 - kappa_gravity**3)

# Correlated noise: explicit double sum against the short-correlation formula
corr_length = 1e-3
correlation = np.exp(-np.abs(x[:, None] - x[None, :]) / corr_length)
u_scan = matrix_uncertainty(x, sigma)
corr_factor = sigma * np.sqrt(weights @ correlation @ weights) / u_scan
rho = np.exp(-(x[1] - x[0]) / corr_length)
corr_formula = np.sqrt((1 + rho) / (1 - rho))
# end effects are of relative order 2.5 * corr_length / L, about 3 percent
assert abs(corr_factor / corr_formula - 1) < 0.05

# One simulated pair of scans, subtracted point by point
before = gravity_height(x) + sigma * rng.standard_normal(N)
after = (gravity_height(x) + kappa_film * x**2 / 2
         + sigma * rng.standard_normal(N))
k_before, k_after = fit_curvature(x, before)[0], fit_curvature(x, after)[0]
k_pair, pair_residual = fit_curvature(x, after - before)
assert np.isclose(k_pair, k_after - k_before, rtol=1e-9)
pair_noise = np.sqrt(np.sum(pair_residual**2) / (N - 3))
u_pair_estimated = matrix_uncertainty(x, pair_noise)
u_pair = np.sqrt(2) * u_scan
assert abs(k_pair - kappa_film) < 4.5 * u_pair

# Coverage of one-standard-uncertainty intervals, noise taken from residuals
k, s2 = random_trials(N, L, np.sqrt(2) * sigma, kappa_film, TRIALS)
coverage = np.mean(np.abs(k - kappa_film) < np.sqrt(s2) * matrix_uncertainty(x, 1.0))
assert abs(coverage - 0.6827) < 4.5 * np.sqrt(0.6827 * 0.3173 / TRIALS)

thickness_error = 5e-6
thickness_stress = film_stress * ((1 + thickness_error / h_s)**2 - 1)
thermal_stress = M_film * expansion_difference
to_MPa = stress_per_curvature / 1e6

print(f"scan length {L*1e3:.0f} mm, points {N}, spacing {(x[1]-x[0])*1e3:.2f} mm")
print(f"height noise per scan {sigma*1e9:.0f} nm; trials per N {TRIALS}")
print(f"wafer thickness {h_s*1e6:.0f} um, radius {wafer_radius*1e3:.0f} mm")
print(f"film thickness {h_f*1e9:.0f} nm, assumed stress {film_stress/1e6:.0f} MPa")
print(f"C11 {C11/1e9:.0f} GPa, C12 {C12/1e9:.0f} GPa, Poisson ratio {poisson:.2f}")
print(f"wafer biaxial modulus {M/1e9:.1f} GPa, film {M_film/1e9:.0f} GPa")
print(f"density: wafer {rho_s:.0f}, film {rho_f:.0f} kg/m3")
print(f"expansion difference {expansion_difference*1e6:.1f} ppm/K")
print(f"limit coefficient 12 sqrt(5) = {12*np.sqrt(5):.4f}")
print("N, trial scatter (1/km), trial/limit, exact/limit:")
for count, spread, trial_ratio, exact_ratio in table:
    print(f"  {count:5d} {spread*1e3:9.5f} {trial_ratio:8.4f} {exact_ratio:8.4f}")
print(f"relative sampling error of trial scatter {1/np.sqrt(2*TRIALS):.4f}")
print(f"uniform noise, N=30: trial/limit {uniform_ratio:.4f}")
print(f"N(1 - exact/limit) at N={big}: {first_order:.4f}")
print(f"N=10 with L = N*spacing: exact/limit {cell_ratio:.4f}")
print(f"quartic bias / (q4 L^2), large N: {quartic_bias:.5f}")
print(f"condition number: scaled {cond_scaled:.2f}, raw mm {cond_raw:.0f}")
print(f"film curvature, true {kappa_film*1e3:.3f} 1/km")
print(f"film bow over scan {kappa_film*L**2/8*1e6:.2f} um")
print(f"stress per curvature {to_MPa/1e3:.2f} MPa per 1/km")
print(f"limit uncertainty, one scan {limit_uncertainty(N,L,sigma)*1e3:.5f} 1/km")
print(f"exact uncertainty, one scan {u_scan*1e3:.5f} 1/km")
print(f"exact uncertainty, difference {u_pair*1e3:.5f} 1/km")
print(f"random stress uncertainty {u_pair*to_MPa:.3f} MPa")
print(f"gravity: centre sag {center_sag*1e6:.2f} um")
print(f"gravity: fitted curvature {kappa_gravity*1e3:.3f} 1/km")
print(f"gravity: rms misfit to quadratic {rms_quartic*1e9:.1f} nm")
print(f"simulated before {k_before*1e3:.3f}, after {k_after*1e3:.3f} 1/km")
print(f"simulated difference {k_pair*1e3:.3f} 1/km")
print(f"residual noise of difference {pair_noise*1e9:.1f} nm")
print(f"its estimated uncertainty {u_pair_estimated*1e3:.4f} 1/km")
print(f"simulated stress {k_pair*to_MPa:.2f} MPa")
print(f"its estimated uncertainty {u_pair_estimated*to_MPa:.2f} MPa")
print(f"coverage of +/- one uncertainty {coverage*100:.1f} %")
print(f"correlation length {corr_length*1e3:.1f} mm: factor {corr_factor:.3f}")
print(f"  short-correlation formula {corr_formula:.3f}")
print(f"  random stress uncertainty {corr_factor*u_pair*to_MPa:.2f} MPa")
print(f"wafer thickness error {thickness_error*1e6:.0f} um: {thickness_stress/1e6:.2f} MPa")
print(f"finite film thickness: {thick_shift*film_stress/1e6:.2f} MPa")
print(f"gravity change by film: {gravity_change*to_MPa:.2f} MPa")
print(f"scan shifted by 1 mm: {shift_change*to_MPa:.3f} MPa")
print(f"large deflection: {large_shift*to_MPa:.3f} MPa")
print(f"temperature change of 1 K: {thermal_stress/1e6:.2f} MPa")
print("all tests passed")
```

Output:

```
scan length 80 mm, points 401, spacing 0.20 mm
height noise per scan 100 nm; trials per N 20000
wafer thickness 500 um, radius 50 mm
film thickness 200 nm, assumed stress 300 MPa
C11 130 GPa, C12 50 GPa, Poisson ratio 0.25
wafer biaxial modulus 141.5 GPa, film 300 GPa
density: wafer 5300, film 3000 kg/m3
expansion difference 3.0 ppm/K
limit coefficient 12 sqrt(5) = 26.8328
N, trial scatter (1/km), trial/limit, exact/limit:
      3   0.15247   0.6299   0.6325
      5   0.13255   0.7069   0.7127
     10   0.10946   0.8256   0.8309
     30   0.07173   0.9371   0.9370
    100   0.04082   0.9736   0.9803
    401   0.02076   0.9913   0.9950
   1600   0.01053   1.0048   0.9988
relative sampling error of trial scatter 0.0050
uniform noise, N=30: trial/limit 0.9400
N(1 - exact/limit) at N=10000: 1.9997
N=10 with L = N*spacing: exact/limit 1.0258
quartic bias / (q4 L^2), large N: 0.42861
condition number: scaled 3.74, raw mm 8572
film curvature, true 10.174 1/km
film bow over scan 8.14 um
stress per curvature 29.49 MPa per 1/km
limit uncertainty, one scan 0.02094 1/km
exact uncertainty, one scan 0.02083 1/km
exact uncertainty, difference 0.02946 1/km
random stress uncertainty 0.869 MPa
gravity: centre sag 9.04 um
gravity: fitted curvature 8.002 1/km
gravity: rms misfit to quadratic 67.8 nm
simulated before 8.005, after 18.157 1/km
simulated difference 10.152 1/km
residual noise of difference 143.2 nm
its estimated uncertainty 0.0298 1/km
simulated stress 299.36 MPa
its estimated uncertainty 0.88 MPa
coverage of +/- one uncertainty 68.4 %
correlation length 1.0 mm: factor 3.068
  short-correlation formula 3.168
  random stress uncertainty 2.67 MPa
wafer thickness error 5 um: 6.03 MPa
finite film thickness: -0.89 MPa
gravity change by film: -0.55 MPa
scan shifted by 1 mm: -0.122 MPa
large deflection: -0.190 MPa
temperature change of 1 K: 0.90 MPa
all tests passed
```
